# Why parallel plates have no length-independent Knudsen diffusivity

## Definitions and conventions

Two parallel plates are separated by a gap $h$. The coordinate $x$ lies in the plates, along the direction of transport, and $y$ lies in the plates across it. The plates are unlimited in $y$. Molecules of mass $m$ collide with the plates but not with each other. They do not stick, and every plate collision is diffuse: the molecule leaves by the cosine law, with the speed distribution of a Maxwellian flux at temperature $T$, independently of how it arrived. The mean speed in the gas is
$$\bar v=\sqrt{8k_BT/\pi m}.$$

For a slot of finite length $L$ between two reservoirs, $W$ is the probability that a molecule entering one mouth leaves through the other. One reservoir at density $n$ sends $n\bar v/4$ molecules per unit area and time into its mouth. A density difference $\Delta n$ therefore drives a net flux $J=W\bar v\,\Delta n/4$. Writing this as $J=D\,\Delta n/L$ defines an effective diffusivity,
$$D(L)=\frac{\bar vLW}{4}=\frac{h\bar v}{4}\,\lambda W,\qquad \lambda=\frac Lh .$$

If a Knudsen diffusivity existed as a property of the gap, $\lambda W$ would approach a constant in long slots. Fixed end resistances would not alter this: if $1/W=a+\lambda/\kappa$ with constant $a$ and $\kappa$, then $\lambda W\to\kappa$. The question is whether $\lambda W$ stays bounded.

## One flight

A molecule leaves a plate at angle $\theta$ to the normal, with probability $\cos\theta/\pi$ per unit solid angle. It lands on the opposite plate at distance $r$, where $r^2=h^2+x^2+y^2$ and $\cos\theta=h/r$. An area $dA$ there subtends the solid angle $\cos\theta\,dA/r^2$, so the landing probability per unit area is
$$\frac{\cos^2\theta}{\pi r^2}=\frac{h^2}{\pi(h^2+x^2+y^2)^2}.$$

Only the axial displacement matters for transport along $x$, so we integrate over $y$. With $a^2=h^2+x^2$ and $y=a\tan u$,
$$\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2}=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2u\,du=\frac{\pi}{2a^3},$$
which gives
$$p(x)=\frac{h^2}{2(h^2+x^2)^{3/2}}\;\longrightarrow\;\frac{h^2}{2|x|^3}\quad(|x|\gg h).$$

This density is normalized and symmetric. Its second moment, restricted to $|x|<X$, follows from $x=h\sinh t$:
$$\int_{-X}^{X}x^2p\,dx=h^2\int_0^{\operatorname{arsinh}(X/h)}\tanh^2t\,dt=h^2M(X/h),$$
$$M(z)=\operatorname{arsinh}z-\frac{z}{\sqrt{1+z^2}}\;\longrightarrow\;\ln(2z)-1 .$$

There is no limit as $X\to\infty$. Each further decade of flight length adds $h^2\ln10$: long flights become rarer as $1/x^3$, but $x^2$ weights them so that every decade counts equally.

The time per flight has no such problem. The polar angle has density $2\sin\theta\cos\theta$, so the mean path is
$$\int_0^{\pi/2}\frac{h}{\cos\theta}\,2\sin\theta\cos\theta\,d\theta=2h .$$
Emitted speeds are weighted by $v^3e^{-mv^2/2k_BT}$, and speeds in the gas by $v^2e^{-mv^2/2k_BT}$. The emitted average of $1/v$ is thus the ratio of the integral with $v^2$ to that with $v^3$, which is $1/\bar v$. Speed and direction are independent, so the mean flight time is $\tau=2h/\bar v$.

For independent symmetric steps with a finite second moment, the mean square displacement after a long time $t$ is $\langle x^2\rangle t/\tau$. Equating it to $2Dt$ gives $D=\langle x^2\rangle/2\tau$. With flights counted only up to $X$,
$$D_X=\frac{h^2M(X/h)}{4h/\bar v}=\frac{h\bar v}{4}M(X/h).$$
The denominator is finite, and the numerator grows with the cutoff. This formula suggests that a slot of length $L$ behaves as if $X\sim L$, since no flight inside it can be longer. A sharp cutoff is only an estimate, however, and the finite slot deserves its own argument.

## A bound from both sides

Measure lengths in units of $h$, with $s=x/h$ and $k(s)=\tfrac12(1+s^2)^{-3/2}$. Let $w(s)$ be the probability that a molecule just emitted from a wall at $s$ finally leaves through the mouth at $\lambda$. Continue the plates in thought beyond both mouths. A flight that would land on the continuation has crossed a mouth, so we set $w=0$ for $s<0$ and $w=1$ for $s>\lambda$. Inside the slot,
$$w(s)=\int_{-\infty}^{\infty}k(s-s')\,w(s')\,ds',\qquad 0<s<\lambda .$$

The continuation can also replace the reservoir. Plates emitting uniformly by the cosine law fill the gap with an isotropic equilibrium gas, which sends the same flux through the mouth as the reservoir does. The emission per unit plate area equals the flux per unit mouth area. With two plates and a mouth of unit height,
$$W=2\int_{-\infty}^0ds\int_0^\infty k(s-s')\,w(s')\,ds' .$$

Now consider the functional
$$E[w]=\iint k(s-s')\,[w(s)-w(s')]^2\,ds\,ds'$$
for any function with the prescribed values outside the slot. Since $k$ is symmetric, $E=2\int w(s)\,ds\int k\,[w(s)-w(s')]\,ds'$. For the true $w$ the inner integral vanishes inside the slot, and the factor $w(s)$ vanishes for $s<0$. What remains is
$$E=2\int_\lambda^\infty ds\int k(s-s')\,[1-w(s')]\,ds'.$$
Every molecule leaves through one mouth or the other, so mirror symmetry gives $1-w(s)=w(\lambda-s)$. The last expression is then the one for $W$, and $E=W$.

If the true $w$ is changed by $\eta$, with $\eta=0$ outside the slot, the term linear in $\eta$ is $4\int\eta(s)\,ds\int k\,[w(s)-w(s')]\,ds'=0$. The quadratic term is not negative. Hence $W$ is the minimum of $E$.

It is useful to sort $E$ by flight length. With
$$R(s)=\int_{-\infty}^{\infty}[w(x+s)-w(x)]^2dx,\qquad E=2\int_0^\infty kR\,ds=\int_0^\infty\frac{R(s)\,ds}{(1+s^2)^{3/2}} .$$

**Upper bound.** Take the ramp $w=s/\lambda$ inside the slot. For $s<\lambda$, a stretch of length $\lambda-s$ has difference $s/\lambda$, and each of two end stretches contributes $\int_0^s(u/\lambda)^2du$. For $s>\lambda$, a stretch $s-\lambda$ has difference 1, and each end stretch contributes $\lambda/3$. Thus
$$R=\frac{s^2}{\lambda}-\frac{s^3}{3\lambda^2}\ (s<\lambda),\qquad R=s-\frac\lambda3\ (s>\lambda).$$
For large $\lambda$ the first term gives $[\ln(2\lambda)-1]/\lambda$. The second gives $-1/(3\lambda)$, because $s^3/(1+s^2)^{3/2}$ tends to 1. The flights with $s>\lambda$ give $\int_\lambda^\infty(s-\lambda/3)s^{-3}ds=5/(6\lambda)$. Adding these,
$$\lambda W\le\ln(2\lambda)-\tfrac12+o(1).$$

**Lower bound.** Fix $s$ and divide the line into chains $a,\,a+s,\,a+2s,\dots$, continued in both directions, with $-s<a<0$. Let $N(a)$ be the number of hops from $a$ to the first point beyond $\lambda$. Along these hops $w$ rises by 1 in total, so the Cauchy–Schwarz inequality says that the squared differences sum to at least $1/N(a)$. Therefore $R(s)\ge\int_{-s}^0da/N(a)$.

Here $N(a)$ is $(\lambda-a)/s$ rounded up. As $a$ varies, this ratio covers a unit interval uniformly, with mean $\lambda/s+\tfrac12$, and rounding up adds $\tfrac12$ on average. The mean of $N$ is $\lambda/s+1$. The mean of $1/N$ is at least the inverse of the mean of $N$, so
$$R(s)\ge\frac{s}{\lambda/s+1}=\frac{s^2}{\lambda+s},\qquad W\ge\int_0^\infty\frac{s^2\,ds}{(1+s^2)^{3/2}(\lambda+s)} .$$

To evaluate $\lambda$ times this integral, choose $X$ with $1\ll X\ll\lambda$. Below $X$ the factor $\lambda/(\lambda+s)$ is nearly 1, and the contribution is $\ln(2X)-1$. Above $X$ it is $\int_X^\infty\lambda\,ds/[s(\lambda+s)]=\ln(1+\lambda/X)\to\ln(\lambda/X)$. The auxiliary $X$ cancels:
$$\ln(2\lambda)-1+o(1)\;\le\;\lambda W\;\le\;\ln(2\lambda)-\tfrac12+o(1).$$

So $\lambda W$ is unbounded, and $D(L)$ grows as $(h\bar v/4)\ln(L/h)$ at leading order. The flux still falls with length, as $\ln(L/h)/L$, but more slowly than Fick's law with a constant $D$ allows.

## The same logarithm without ends

One may suspect that the mouths cause the trouble. Remove them, and let each unlimited plate receive a weak external source $S\cos qx$ per unit area, where negative values mean removal. The emitted flux is $\Gamma\cos qx$, and particle balance gives
$$\Gamma=S+\hat p\,\Gamma,\qquad \hat p(q)=\int p(x)\cos qx\,dx .$$
With $z=qh$, this transform is $\hat p=\int_0^\infty\cos(zs)\,(1+s^2)^{-3/2}ds=zK_1(z)$, where $K_1$ is a modified Bessel function. Its standard small-argument series gives
$$1-\hat p\simeq\frac{z^2}{2}\left[\ln\frac2z-\gamma_E+\frac12\right],$$
where $\gamma_E$ is Euler's constant.

For slow variation the gas density amplitude is $n=4\Gamma/\bar v$. Averaged over the gap, the exact amplitude is lower by the factor $(1-e^{-qh})/(qh)\simeq1-qh/2$, which is 0.93 at a wavelength of $40h$ and tends to 1 as $q\to0$. Fick's law would balance the two sources against $hDq^2n$, so $2S=hDq^2n$ defines
$$D(q)=\frac{\bar v\,(1-\hat p)}{2hq^2}\simeq\frac{h\bar v}{4}\left[\ln\frac{2}{qh}-\gamma_E+\frac12\right].$$
A finite second moment would make $1-\hat p$ proportional to $q^2$ at long wavelength, and $D$ would be constant. Here the wavelength takes the place of the slot length inside the logarithm. The current at a point depends on densities far away, and no local gradient law holds with one coefficient.

## Why a tube differs

In a round tube of diameter $d$ let $\alpha$ be the angle between the flight and the axis, and $\psi$ the angle between its transverse projection and the inward normal. The transverse chord is $d\cos\psi$, so $x=d\cos\psi\cot\alpha$. The normal component of the direction is $\sin\alpha\cos\psi$, and the cosine law gives the weight $\sin^2\alpha\cos\psi\,d\alpha\,d\psi/\pi$. Then
$$\langle x^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$
The path is $d\cos\psi/\sin\alpha$, whose mean is $(d/\pi)\int\sin\alpha\,d\alpha\int\cos^2\psi\,d\psi=d$. The flight time is $d/\bar v$, and $D=d\bar v/3$ is an ordinary constant. In terms of transmission, $WL/d\to4/3$.

The difference lies in how many directions permit a long flight. In a tube the direction must lie close to one line, the axis. Its solid angle scales as $(d/x)^2$, and the cosine factor supplies another $d/x$. The chance of exceeding $x$ falls as $x^{-3}$ and the density as $x^{-4}$. Between plates the direction need only lie close to a plane. The solid angle scales as $h/x$, the cosine factor as $h/x$, and the density falls as $x^{-3}$. That single power separates a finite second moment from a logarithmic one.

The same count shows what a finite plate width $b\gg h$ does. For $x\gg b$ the solid angle is of order $(h/x)(b/x)$, the density returns to $x^{-4}$, and the second moment converges. A duct much longer than its width then has a constant $D$, with a logarithm of $b/h$ in it. Gas collisions likewise cut the logarithm near the mean free path.

## A narrow etched trench

Take chlorine atoms at 400 K in a trench of width $h=50$ nm, depth 2000 nm and length 100 µm along $y$. The walls are passivated and return every atom; the bottom absorbs every atom and so acts as an open exit into vacuum. The dimensions and temperature are round values in the regime of high-aspect-ratio plasma etching; the lossless walls and the fully absorbing bottom are idealizations.

With a mass of 35.45 u, $\bar v=488.8$ m/s. The unit of diffusivity is
$$\frac{h\bar v}{4}=\frac{(50\times10^{-7}\ \text{cm})(4.888\times10^4\ \text{cm/s})}{4}=0.0611\ \text{cm}^2/\text{s}.$$
Solving the integral equation for $w$ numerically at $\lambda=40$ gives $W=0.0944$: about 9% of the entering atoms reach the bottom. Then $\lambda W=3.775$, between the finite-length bounds 3.429 and 3.899, and $D=0.0611\times3.775=0.231$ cm²/s. A separate Monte Carlo calculation with three-dimensional flights gives $W=0.0943\pm0.0005$.

With gap and temperature fixed, the depth alone changes $D$:

| $L$ (nm) | $\lambda W$ | $D$ (cm²/s) | tube, $WL/d$ |
|---|---|---|---|
| 500 | 2.406 | 0.147 | 1.093 |
| 2000 | 3.775 | 0.231 | 1.250 |
| 5000 | 4.709 | 0.288 | 1.294 |
| 50000 | 7.053 | 0.431 | 1.328 |

The last row tests the trend for unlimited plates and is not a usual trench. The tube column, at equal length-to-diameter ratio, shows how a system with a true diffusivity behaves: end effects fade and the value settles near $4/3$. Over the last decade the tube gains 0.034, while the plates gain 2.34, close to $\ln10=2.30$.

Suppose $D$ is inferred at 500 nm and used at 5000 nm. The true $D$ is 1.96 times larger, so the predicted bottom supply is 49% below the solved value. Part of this is an ordinary end effect, since the tube value also rises, by 18%.

The responsibility of long flights can be tested by deleting them. Flights beyond $10h$ make up 0.5% of all flights. If they are removed and the remaining density is renormalized, the second moment is $2.013h^2$. The solved $\lambda W$ is then 1.964 at $\lambda=100$ and 2.008 at $\lambda=1000$: the growth has stopped at the value set by the finite moment.

The result is sensitive to what happens at the walls. An entering atom makes about 40 wall hits on average, so a loss probability of 0.001 per hit might seem to cost 4%. It lowers $W$ by 13.6%, because the atoms that reach the bottom hit the walls more often than average. If such an atom makes $N$ hits, its survival averages $\langle0.999^N\rangle\ge0.999^{\langle N\rangle}$. The computed survival of 0.864 therefore requires $\langle N\rangle\ge145$. A loss probability of 0.01 lowers $W$ by 61%, so the supply computed here applies only to well-passivated walls. If instead 10% of wall hits are specular, $W$ rises by 13.7%.

Two other neglected effects, gas collisions and the finite trench length, are small at this depth. At 20 mTorr, with a rough collision diameter of 0.4 nm, the mean free path is about 2.9 mm, and $L$ is $7\times10^{-4}$ of it. For flights from the middle of the trench, the finite 100 µm length removes about $3\times10^{-6}$ of the second moment up to $|x|=L$. Atoms entering near the two ends feel the end walls more: scaling from shorter trenches, diffuse end walls lower $W$ averaged over the whole trench by roughly 0.2%. With lossless walls it is therefore the depth that cuts off the logarithm in this trench, and a diffusivity inferred at one depth has to be recomputed for another. Wall loss changes the depth trend itself. With a loss of 0.001 per hit, $\lambda W$ is 2.37, 3.26 and 2.60 at $\lambda=10$, 40 and 100. With 0.01 it is 2.07, 1.46 and 0.72, and extrapolating from 500 nm to 5000 nm then overestimates the supply instead of underestimating it. For lossless walls, how much the depth dependence of $D$ changes the supply depends on the bottom. The 49% error found above holds for a bottom that absorbs every atom; if a fraction $\beta$ of arriving atoms reacts there and the rest are re-emitted diffusely, the reaction rate per entering atom is about $\beta W/(\beta+W-\beta W)$. The reaction limits the supply only when $\beta$ is small compared with $W$, here 0.047: the error is still 40% at $\beta=0.1$, 15% at $\beta=0.01$ and 2% at $\beta=0.001$. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
gap h = 50 nm, depth L = 2000 nm
trench length = 100 um
T = 400 K, p = 20 mTorr
Cl mass = 35.45 u, mean speed v = 488.8 m/s
mean flight path = 100.0 nm
mean flight time = 0.2046 ns
h v/4 = 0.06110 cm2/s
L = 500 nm (L/h = 10):
  second moment to |x|=L = 5008 nm2
  fraction of flights beyond L = 4.963e-03
  W = 0.24056, W L/h = 2.4056
  bounds on W L/h: 2.1611, 2.5611
  D(L) = 0.1470 cm2/s
  tube control W L/d = 1.0932
L = 2000 nm (L/h = 40):
  second moment to |x|=L = 8456 nm2
  fraction of flights beyond L = 3.124e-04
  W = 0.09437, W L/h = 3.7746
  bounds on W L/h: 3.4287, 3.8986
  D(L) = 0.2306 cm2/s
  tube control W L/d = 1.2499
L = 5000 nm (L/h = 100):
  second moment to |x|=L = 10746 nm2
  fraction of flights beyond L = 5.000e-05
  W = 0.04709, W L/h = 4.7092
  bounds on W L/h: 4.3176, 4.8050
  D(L) = 0.2877 cm2/s
  tube control W L/d = 1.2945
L = 50000 nm (L/h = 1000):
  second moment to |x|=L = 16502 nm2
  fraction of flights beyond L = 5.000e-07
  W = 0.00705, W L/h = 7.0528
  bounds on W L/h: 6.6029, 7.1016
  D(L) = 0.4309 cm2/s
  tube control W L/d = 1.3282
D(5000 nm)/D(500 nm) = 1.958
fraction of flights beyond 10h = 0.00496
moment share of 10h<|x|<40h = 40.8 %
flights >10h deleted, moment/h^2 = 2.0132
  deleted case, L/h = 100: W L/h = 1.9643
  deleted case, L/h = 1000: W L/h = 2.0082
D at wavelength 2000 nm = 0.1513 cm2/s
D at wavelength 20000 nm = 0.2914 cm2/s
Monte Carlo W, L/h=40: 0.09429 +- 0.00053
Monte Carlo wall hits per entering atom = 40.1
wall loss 0.001: W = 0.08157, change -13.6 %
wall loss 0.01: W = 0.03659, change -61.2 %
specular part 0.1: W = 0.10731, change 13.7 %
gas mean free path = 2.91 mm (diameter 0.4 nm)
L / mean free path = 6.86e-04
moment lost by finite trench length = 2.67e-06
```
